Free Induction Decay and Slow Passage: Linear Response and Its Limits

The magnetic resonance spectrum of a liquid can be recorded in two ways. A weak oscillating field can be moved slowly through the resonances while the steady transverse magnetization is measured, or a short pulse can be applied and the signal recorded as it decays freely. The first experiment asks how the spins respond to one frequency at a time, the second how they respond to a blow. Whether both contain the same information depends on the state of the spins before they are disturbed.

Let ħ = 1, and let F = Σₖ Iₖ be the total spin, with F± = Fx ± iFy. The unperturbed Hamiltonian H₀ has Zeeman terms +ωₖIₖz and commutes with Fz. Relaxation is Markovian and also unaffected by rotations about z. The density operator obeys

dρ/dt = Lρ + S − i[V,ρ],  LX = −i[H₀,X] + RX.

Here V is the probe, R describes relaxation, and S restores the unperturbed state. Neither R nor S is changed by the probe. The initial state ρ₀ is stationary, Lρ₀ + S = 0. It may be thermal equilibrium or a non-equilibrium state held by a pump.

An operator X has coherence order q if [Fz,X] = qX. Since the trace of a commutator vanishes,

0 = Tr[Fz,F₊X] = (1+q) Tr(F₊X),

so F₊ detects order −1 and no other. L preserves the order, and ρ₀ is assumed to have order zero.

For slow passage, take a field rotating at frequency ω,

V(t) = ω₁(Fx cos ωt + Fy sin ωt) = ½ω₁(F₊e^(−iωt) + F₋e^(iωt)).

Write ρ = ρ₀ + δρ. To first order in ω₁, the equation for δρ has the source −i[V,ρ₀]. Its solution, once the switching-on transient has decayed, is

δρ(t) = −i ∫₀^∞ dτ e^(Lτ)[V(t−τ),ρ₀].

In the trace with F₊ the F₊ part of V drops out, because it creates order +1. The F₋ part gives

⟨F₊⟩(t) = ω₁e^(iωt)M(ω),

M(ω) = ∫₀^∞ dτ K(τ)e^(−iωτ),

K(τ) = −(i/2) Tr{F₊e^(Lτ)[F₋,ρ₀]}.

The imaginary part of M is the absorption. The power supplied by the field is ⟨∂V/∂t⟩ = ωω₁⟨Fy cos ωt − Fx sin ωt⟩. The average is the imaginary part of e^(−iωt)⟨F₊⟩, so the power is ωω₁² Im M.

Now replace the steady field by a pulse of angle β about x, with its frequency within the spectrum and its duration short compared with the inverse spread of resonance frequencies and with the relaxation times. Immediately afterwards

ρ(0+) = e^(−iβFx)ρ₀e^(iβFx)
= ρ₀ − iβ[Fx,ρ₀] − ½β²[Fx,[Fx,ρ₀]] + O(β³).

The first term has order zero and the third has orders 0 and ±2, so neither is observed. In the second, Fx = ½(F₊+F₋), and the F₋ half is the observable one. The source S acts only in order zero, since it balances Lρ₀. The free induction decay is therefore

s(t) = Tr{F₊e^(Lt)ρ(0+)} = βK(t) + O(β³).

The same K appears in both experiments. Hence, to first order in each probe,

∫₀^∞ s(t)e^(−iωt)dt = βM(ω).

This is the equivalence. It does not require ρ₀ to be thermal, but it does require ρ₀ to be stationary.

The inverse relation needs the absorption alone. Because K exists only for positive times, for t > 0

∫ M(ω)e^(iωt)dω = 2πK(t),

∫ M*(ω)e^(iωt)dω = 2π ∫₀^∞ K*(τ)δ(t+τ)dτ = 0,

where the frequency integrals run over the whole axis. With Im M = (M−M*)/(2i), this gives

K(t) = (i/π) ∫ Im M(ω)e^(iωt)dω,  t > 0.

The decay is thus the Fourier transform of the unsaturated absorption line. The dispersion adds no independent information, because causality fixes it.

One spin shows what “unsaturated” and “slow” require. Let its frequency be Ω, and let m = e^(−iωt)⟨I₊⟩ and z = ⟨Iz⟩. The commutators give

dm/dt = i(Ω−ω)m − iω₁z − m/T₂,

dz/dt = ω₁ Im m − (z−z₀)/T₁.

On resonance the steady solution has m = −iω₁T₂z. Inserting this in the second equation gives

z = z₀/(1+ω₁²T₁T₂).

Linear response replaces z by z₀, which is valid when ω₁²T₁T₂ ≪ 1. If this product is 0.50, the response per unit field falls to 1/1.50 = 0.667 of its weak-field value, and the Fourier relation no longer describes the driven line.

For a sweep with dω/dt = r, the phase of the field at the earlier time t−τ is φ(t) − ωτ + ½rτ². The integrand of M acquires the factor e^(irτ²/2) ≈ 1 + ½irτ². On resonance K(τ)e^(−iωτ) is proportional to e^(−τ/T₂), so the relative change is

½ir · (2T₂³)/T₂ = irT₂².

The passage is slow when |r|T₂² ≪ 1. Integrating the density-matrix equation numerically at rT₂² = 0.010, with T₁ = 2T₂ and a very weak field, gives the relative change −0.0003 + 0.0100i. The small real part is the next term of the expansion, −(r²/8)(24T₂⁴) = −3r²T₂⁴. Since M is purely imaginary on resonance, a sweep that is too fast first produces a dispersive signal Re M at the line centre, where slow passage has none. The absorption Im M there changes only in second order in r.

For coupled spins, let r and s be an upper and a lower level joined by F₊, with populations Pᵣ and Pₛ. Suppose that their coherence decays independently with rate 1/T₂. For a state with populations only, [F₋,ρ₀]ₛᵣ = (F₋)ₛᵣ(Pᵣ−Pₛ). This element evolves as e^(i(Eᵣ−Eₛ)t−t/T₂), so

K(t) = i Σ Lᵣₛe^(i(Eᵣ−Eₛ)t−t/T₂),

Lᵣₛ = ½|(F₊)ᵣₛ|²(Pₛ−Pᵣ).

Slow passage measures the population difference across each transition. A line with more population in its upper level has negative absorption, which is stimulated emission.

To find what a large pulse does, decompose ρ₀ into tensor ranks k under rotations of all spins together. The order-zero component of rank k transforms like the Legendre polynomial Pₖ(cos ϑ). When it is tilted by β, the addition theorem gives its first-order harmonic a coefficient proportional to sin β Pₖ′(cos β). At x = 1 the Legendre equation reduces to −2Pₖ′(1) + k(k+1) = 0. Normalizing the coefficient to β at small angles therefore gives

gₖ(β) = 2 sin β Pₖ′(cos β)/[k(k+1)],

s(t) = Σₖ gₖ(β)Kₖ(t),  K(t) = Σₖ Kₖ(t),

where Kₖ is the linear response of the rank-k part and k starts at one. In particular g₁ = sin β and g₂ = sin β cos β. Slow passage sees all ranks with the weights they have in K, whereas a finite pulse reweights them. The functions gₖ are linearly independent, being sin β times polynomials in cos β of different degree. Hence s(t) = sin β K(t) holds for every β if and only if the ranks above one contribute nothing to the signal.

Thermal equilibrium in an isotropic liquid meets this condition to first order in 1/kT, where ρ₀ is a constant minus a multiple of H₀. The Zeeman terms have rank one, even with different shifts, and the scalar couplings J I₁·I₂ have rank zero. A 90° pulse then gives the slow-passage spectrum, although it is far outside linear response in β. Linear response alone does not prove this; the rank of the equilibrium state supplies the missing step.

The next order in polarization breaks the rule slightly. For two weakly coupled spins, neglect shifts and coupling in the Boltzmann factor. With p = tanh(ω₀/2kT),

ρ₀ = (½−pI₁z)(½−pI₂z) = ¼ − ½pFz + p²I₁zI₂z.

The last term contains rank two. After the pulse, the amplitude of spin 1 is proportional to p sin β(1 ∓ p cos β) for its partner up or down. The difference of the doublet lines divided by their sum is p cos β. It equals p in slow passage and vanishes after a 90° pulse. For ω₀ = 1.6×10⁻⁶ eV and kT = 0.025 eV, p = 3.2×10⁻⁵. At ω₀/kT = 0.5 and β = 60° this ratio is 0.122. These values hold in the limit where J is negligible beside the shift difference δ. At finite J/δ the mixing of states adds an asymmetry of about J/δ that does not depend on the flip angle, and at ordinary polarizations it dominates. For p = 3.2×10⁻⁵ and J/δ = 0.001 the ratio is 1.032×10⁻³ in slow passage and 1.000×10⁻³ after a 90° pulse, so only the small angle-dependent part comes from the rank-two term.

Populations far from equilibrium make the effect large. Consider a model pair with shift difference δ = 2.0×10⁻¹³ eV, J = 4.0×10⁻¹⁴ eV, 1/T₁ = 1.0×10⁻¹⁵ eV and 1/T₂ = 2.0×10⁻¹⁵ eV. The full linewidth is 2/T₂ = 4.0×10⁻¹⁵ eV, or 0.967 Hz, and T₂ is 0.329 s. Spin 1 has the higher frequency. Define θ by tan 2θ = J/δ = 0.20, and let α and β inside kets denote spin up and down. The levels are

|0⟩ = |ββ⟩,  |3⟩ = |αα⟩,

|1⟩ = cos θ|βα⟩ − sin θ|αβ⟩,

|2⟩ = cos θ|αβ⟩ + sin θ|βα⟩.

Number the transitions 3–1, 2–0, 3–2 and 1–0 as lines 1 to 4. With D = E₂−E₁ = √(δ²+J²), they lie at (D+J)/2, (D−J)/2, −(D−J)/2 and −(D+J)/2 from the carrier. These offsets are ±1.220×10⁻¹³ eV for the outer lines and ±8.20×10⁻¹⁴ eV for the inner ones. The squared elements of F₊ are 1−sin 2θ for the outer lines and 1+sin 2θ for the inner ones, with sin 2θ = 0.196.

Write ρ₀ = ¼[1+(ω₀/kT)σ] and measure intensities with σ. At equilibrium σ = −Fz, if δ and J are neglected beside ω₀. Each population difference is then one, and the intensities are 0.402, 0.598, 0.598 and 0.402. A 90° pulse, divided by sin β, gives the same four numbers.

Now exchange the populations across line 1 and hold the new state. In the order of levels 0 to 3, the populations of σ become 1, −1, 0 and 0. The differences Pₛ−Pᵣ for lines 1 to 4 are −1, 1, 0 and 2, so slow passage gives

−0.402, 0.598, 0, 0.804.

The ranks show what a pulse does. Expanding σ = |0⟩⟨0| − |1⟩⟨1| in spin operators gives

σ = −½Fz + ½cos 2θ(I₁z−I₂z)
+ (2−sin 2θ)I₁zI₂z + sin 2θ I₁·I₂.

The I₁·I₂ term is invariant under the pulse. The observable rank-two part comes from I₁zI₂z, for which [F₋,I₁zI₂z] = I₁₋I₂z + I₁zI₂₋. For line 1 the untouched partner is up and contributes ½, so the matrix element of this operator is half that of F₋. The line amplitude is −½(F₊)ᵣₛ[F₋,σ]ₛᵣ, and the rank-two part of line 1 is

−¼(1−sin 2θ)(2−sin 2θ) = −¼(0.804)(1.804) = −0.363.

Line 3 also has the partner up, and lines 2 and 4 have it down. Their rank-two parts are −0.539, 0.539 and 0.363. Subtracting the rank-two parts from the slow-passage values leaves the rank-one parts,

−0.039, 0.059, 0.539, 0.441.

This is the spectrum after a 90° pulse, since cos β = 0 removes rank two. The pulse has turned I₁zI₂z into I₁yI₂y, which has orders 0 and ±2 and gives no signal. The inverted line has almost disappeared, and line 3, absent in slow passage, is now the strongest. After a 10° pulse, and again after division by sin β, line 1 has intensity −0.0394 − 0.3625×0.985 = −0.396, and line 3 has only 0.008. The slow-passage values return as β → 0.

The small-angle equivalence can be seen in the complete lineshape of this held state. The driven steady state was found by solving the linear equations for the density matrix at ω₁ = 5×10⁻¹⁸ eV, where ω₁²T₁T₂ = 1.25×10⁻⁵. The decay after a pulse of 0.005 rad was propagated separately and transformed by Simpson quadrature. Over the frequencies sampled, the two complex spectra differ by at most 8.4×10⁻⁶ of the largest magnitude. In the other direction, integrating the computed absorption gives K(T₂) = −0.3947 − 0.2571i, and the propagated decay gives the same value to these digits.

Holding the state matters. If its populations relax during the sweep, different lines are measured on different states, while one pulse samples all of them at one moment. Without a pump, the comparison requires the populations to change little during the passage, which must itself remain slow compared with the transverse response. The model pair cannot meet both conditions. The span from line 4 to line 1 is D+J = 122/T₂, so a sweep with rT₂² = 0.1 takes 1220 T₂, or 610 T₁.

A second failure is deeper, because it survives at small β. Add to the equilibrium σ a coherence c between levels 1 and 2. It has order zero, but it is not stationary. With its slow decay neglected,

σ(t) = −Fz + c(e^(iDt)|1⟩⟨2| + e^(−iDt)|2⟩⟨1|).

The response now depends on when the probe acts as well as on the elapsed time, so no single K(t−t′) exists. If the pulse follows a waiting time t_w, the commutator element for line 1 gains −c e^(iDt_w)(F₋)₂₃. The amplitude per unit β becomes

0.402 + ½c cos 2θ e^(iDt_w),

with cos 2θ = 0.981. For c = −½ this is 0.402 − 0.245 = 0.157 without waiting, and 0.647 after half a period, t_w = π/D. The populations are the same in both cases.

Under a continuous drive at ω, the populations produce a signal at ω, and the coherence produces signals at ω ± D. Let the coherence and populations be long-lived, and place the drive on line 1 for a time long compared with T₂ but short compared with 1/(ω₁²T₂), beyond which populations that do not relax become saturated. The component at ω−D then coincides with line 3, because (E₃−E₁)−D = E₃−E₂. If line 3 alone responded, its amplitude multiplied by 1/(ω₁T₂) would be ½|c|cos 2θ = 0.245. Line 4 is J away and responds with the opposite sign, which multiplies the amplitude by |1−1/(1+iJT₂)| = 0.999 for JT₂ = 20. Numerical propagation gives an rms sideband of 0.2448.

The absorptive part of the signal averaged at the drive frequency, in the same units, is 0.4035, equal to the result for populations alone. It is the 0.402 of line 1 plus the tails of the other lines, chiefly 0.598/(1+20²) = 0.0015 from line 2. A conventional slow-passage record therefore misses the coherence, while even a weak pulse converts it into line amplitudes that depend on the waiting time. Reducing the flip angle restores the equivalence for stationary populations, but not for a state that is already evolving.
